\section*{Dangling states of a sulfur vacancy in MoS2: singlet and doublet, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the vacancy to its symmetry content}

\subsection{Two levels that coincide}

Three orbitals, one on each metal atom around a vacant sulfur site, give the levels $-8.272$, $-1.775$ and $-1.775$ eV in the model calculation treated below. The upper two agree in all five decimals given in the numerical output. When the attractive well of one metal atom is made 1\% deeper, they move to $-1.876$ and $-1.789$ eV, and the coincidence is gone. Nothing in the chosen strengths of the potential was adjusted to make two levels equal. This suggests that the equality comes from the symmetric arrangement of the atoms, and the task is to find out whether and how it does.

The system is a monolayer of MoS$_2$ in its trigonal prismatic (1H) form: a plane of Mo atoms between two planes of S atoms, with the sulfur atoms of the two planes directly above one another. One atom of the upper sulfur plane is missing. Its three Mo neighbours are left with orbitals that no longer have a partner on that site. These are the dangling orbitals.

Three assumptions hold throughout, unless one is explicitly lifted. The electrons are described by a one-electron Hamiltonian $H$ without spin-orbit coupling. The atoms around the vacancy may relax, but in a way that keeps the threefold axis and the vertical mirror planes. Each neighbouring Mo atom contributes one real dangling orbital, which is even under the vertical mirror plane through that atom. The words singlet and doublet refer to orbital degeneracy, one state or two states at the same energy, and not to the total spin of electrons that occupy them.

\subsection{Geometry and the surviving operations}

Let the $z$ axis run through the vacancy and let $z=0$ be the Mo plane. The vacancy lies at $\mathbf v=(0,0,h)$. The three neighbouring Mo atoms lie at
\begin{equation}
\mathbf M_i=d\,(\cos\theta_i,\sin\theta_i,0),\qquad
\theta_i=0^\circ,\,120^\circ,\,240^\circ .
\label{eq:sites}
\end{equation}
Two of them are separated by $a=\sqrt3\,d$, since the chord of $120^\circ$ in a circle of radius $d$ has length $2d\sin60^\circ$.

Consider first the perfect layer. Its lattice vectors can be taken as $\mathbf a_1=\mathbf M_1-\mathbf M_2$ and $\mathbf a_2=\mathbf M_1-\mathbf M_3$. The sulfur columns stand at the lattice points, and the Mo atoms at $\mathbf M_1$ plus lattice vectors. Let $C$ be the rotation by $120^\circ$ about $z$, which takes $\mathbf M_1\to\mathbf M_2\to\mathbf M_3\to\mathbf M_1$. Then
\begin{equation}
C\mathbf a_1=\mathbf M_2-\mathbf M_3=\mathbf a_2-\mathbf a_1,\qquad
C\mathbf a_2=\mathbf M_2-\mathbf M_1=-\mathbf a_1 ,
\end{equation}
so $C$ maps the lattice to itself. It also maps the Mo atoms to Mo atoms, because $C\mathbf M_1=\mathbf M_2=\mathbf M_1-\mathbf a_1$. Let $\sigma_1$ be the reflection $y\to-y$. It leaves $\mathbf M_1$ in place and exchanges $\mathbf M_2$ with $\mathbf M_3$, hence $\mathbf a_1$ with $\mathbf a_2$, and is again a symmetry. Combining $C$ and $\sigma_1$ gives six operations: the identity $I$, the rotations $C$ and $C^2$, and three vertical reflections $\sigma_1,\sigma_2,\sigma_3$, where the plane of $\sigma_i$ contains the axis and atom $i$. The reflection $z\to-z$ exchanges the two sulfur planes and is a further symmetry. With it the number doubles to twelve, the group D$_{3h}$.

There are no others that leave the centre of the column in place. Such an operation must preserve the hexagonal net of sulfur columns, which allows 24 operations: the twelve just found, and their products with a rotation by $60^\circ$. That rotation carries $\mathbf M_1$ to $-\mathbf M_3$. Since $\mathbf M_1+\mathbf M_2+\mathbf M_3=0$, the difference $-\mathbf M_3-\mathbf M_1$ equals $\mathbf M_2$, whose length $d$ is shorter than the shortest lattice vector $a$. The image is therefore not a Mo site, and the additional twelve operations fail.

Now remove the sulfur atom at $\mathbf v$. An operation of the perfect layer remains a symmetry if it carries the vacancy to itself. Every operation that contains $z\to-z$ carries the vacancy to $(0,0,-h)$, where a sulfur atom is still present, and is lost. The six operations
\begin{equation}
\mathrm C_{3v}=\{I,\;C,\;C^2,\;\sigma_1,\;\sigma_2,\;\sigma_3\}
\label{eq:group}
\end{equation}
leave $\mathbf v$ in place and survive. A numerical test on a finite patch of atoms, with all 24 candidates tried, found twelve operations before the removal and six after it.

\subsection{An orbital directed at the empty site}

Let $\boldsymbol\rho_i=\mathbf r-\mathbf M_i$, and let $\mathbf u_i=(\mathbf v-\mathbf M_i)/b$ be the unit vector from atom $i$ to the vacancy, with $b=\sqrt{d^2+h^2}$. The simplest directed orbital made of $d$ functions is
\begin{equation}
\varphi_i(\mathbf r)=N\,\tfrac12\left[3(\mathbf u_i\cdot\boldsymbol\rho_i)^2-\rho_i^2\right]f(\rho_i),
\label{eq:orbital}
\end{equation}
where $f$ is a real radial function and $N$ normalizes the orbital. It has one lobe towards the vacancy and an equal one in the opposite direction. Adding a $p$ function directed along $\mathbf u_i$ would make the two lobes unequal. An $s$ function alone could not, since it is even under inversion through the atom, as the $d$ functions are. Neither is needed for the symmetry argument.

For atom 1, with $\vartheta$ the angle between $\mathbf u_1$ and the $z$ axis, $\mathbf u_1=(-\sin\vartheta,0,\cos\vartheta)$. Write $\boldsymbol\rho_1=(x,y,z)$ in this paragraph, and $S=\sin\vartheta$, $K=\cos\vartheta$. The bracket in \eqref{eq:orbital} is
\begin{equation}
3S^2x^2+3K^2z^2-6SK\,xz-\rho^2 .
\end{equation}
Substitute $x^2=\tfrac12(\rho^2-z^2)+\tfrac12(x^2-y^2)$. The coefficient of $z^2$ becomes $3K^2-\tfrac32S^2=\tfrac32(3K^2-1)$, and that of $\rho^2$ becomes $\tfrac32S^2-1=-\tfrac12(3K^2-1)$, where $S^2=1-K^2$ was used in both. The bracket is thus
\begin{equation}
\tfrac12(3K^2-1)(3z^2-\rho^2)+\tfrac32S^2(x^2-y^2)-6SK\,xz .
\end{equation}
The equally normalized angular functions are $d_{z^2}=\tfrac12(3z^2-\rho^2)$, $d_{x^2-y^2}=\tfrac{\sqrt3}2(x^2-y^2)$ and $d_{xz}=\sqrt3\,xz$. Half of the bracket, expressed in them, is
\begin{equation}
\tfrac12(3K^2-1)\,d_{z^2}+\tfrac{\sqrt3}2S^2\,d_{x^2-y^2}-\sqrt3\,SK\,d_{xz}.
\label{eq:dparts}
\end{equation}

The example uses the round lengths $a=3$ \AA\ and $h=1.5$ \AA. Then $d=1.732$ \AA, $b=\sqrt{3+2.25}=2.291$ \AA\ and $\vartheta=49.1^\circ$, so that $K^2=2.25/5.25=3/7$ and $S^2=4/7$. The three coefficients in \eqref{eq:dparts} are $1/7=0.143$, $2\sqrt3/7=0.495$ and $-6/7=-0.857$. Their squares add up to $(1+12+36)/49=1$, as they must for a rotated orbital. All three functions are unchanged by $y\to-y$. The directed orbital is therefore even under its own mirror, as assumed.

\subsection{How the orbitals are carried into one another}

An operation $g$ acts on a function by
\begin{equation}
(g\varphi)(\mathbf r)=\varphi(g^{-1}\mathbf r).
\label{eq:action}
\end{equation}
The inverse makes successive operations multiply in the right order: $(g(k\varphi))(\mathbf r)=\varphi(k^{-1}g^{-1}\mathbf r)=((gk)\varphi)(\mathbf r)$. The orbital \eqref{eq:orbital} depends on position through two quantities, $|\mathbf r-\mathbf M_i|$ and $\mathbf u_i\cdot(\mathbf r-\mathbf M_i)$. Replace $\mathbf r$ by $g^{-1}\mathbf r$ and use $g^{-1}\mathbf r-\mathbf M_i=g^{-1}(\mathbf r-g\mathbf M_i)$. Since $g$ preserves lengths and scalar products, the two quantities become $|\mathbf r-g\mathbf M_i|$ and $(g\mathbf u_i)\cdot(\mathbf r-g\mathbf M_i)$. Let $g(i)$ denote the atom to which $g$ carries atom $i$. Because $g$ leaves the vacancy in place, $g\mathbf u_i=\mathbf u_{g(i)}$, and hence
\begin{equation}
g\varphi_i=\varphi_{g(i)} .
\label{eq:perm}
\end{equation}
The orbitals are permuted without any change of sign. With $g\varphi_j=\sum_i\varphi_iD_{ij}(g)$, two of the matrices are
\begin{equation}
D(C)=\begin{pmatrix}0&0&1\\1&0&0\\0&1&0\end{pmatrix},\qquad
D(\sigma_1)=\begin{pmatrix}1&0&0\\0&0&1\\0&1&0\end{pmatrix}.
\end{equation}
The trace $\chi(g)$, called the character, counts the orbitals left in place: three for $I$, none for $C$ and $C^2$, one for each reflection. So
\begin{equation}
\chi(I)=3,\qquad \chi(C)=\chi(C^2)=0,\qquad \chi(\sigma_i)=1 .
\label{eq:chi}
\end{equation}

\subsection{The irreducible building blocks}

A set of states is irreducible if no smaller subspace is carried into itself by all operations. The irreducible sets of C$_{3v}$ follow from the relations $C^3=I$, $\sigma_1^2=I$ and $\sigma_1C\sigma_1=C^{-1}$. The last one can be read off from the atoms: $\sigma_1C\sigma_1$ takes atom 1 to 1, then to 2, then to 3, which is what $C^{-1}$ does.

In an irreducible set choose an eigenvector $v$ of $C$, $Cv=\lambda v$ with $\lambda^3=1$, and let $w=\sigma_1v$. Then
\begin{equation}
Cw=C\sigma_1v=\sigma_1C^{-1}v=\lambda^{-1}w ,
\label{eq:partner}
\end{equation}
so the span of $v$ and $w$ is carried into itself and must be the entire set. If $\lambda=1$, each of $v+w$ and $v-w$ that is not zero is by itself an invariant line, with $\sigma_1=+1$ or $-1$. This gives two one-dimensional types, A$_1$ and A$_2$. If $\lambda=e^{\pm2\pi i/3}$, the eigenvalues of $v$ and $w$ differ, and the two vectors are independent. An invariant line would have to be an eigenvector of $C$, thus along $v$ or $w$, but $\sigma_1$ exchanges these. The pair is irreducible and is called E. The trace of $C$ is $\lambda+\lambda^{-1}=-1$, and that of $\sigma_1$ is zero. The two choices of $\lambda$ differ in the naming of $v$ and $w$. The complete table is
\begin{equation}
\begin{array}{c|ccc}
 & I & 2C & 3\sigma\\ \hline
\mathrm A_1&1&1&1\\
\mathrm A_2&1&1&-1\\
\mathrm E&2&-1&0
\end{array}
\label{eq:table}
\end{equation}
where the numbers in the heading count the operations of each kind.

The three-orbital set is a sum of such blocks. The permutation matrices preserve the scalar product of coefficient vectors, so the orthogonal complement of an invariant subspace is invariant too, and splitting can continue until every part is irreducible. If type $\Gamma$ occurs $n_\Gamma$ times, then $\chi=\sum_\Gamma n_\Gamma\chi_\Gamma$. The rows of \eqref{eq:table} are orthogonal when summed over the six operations: for A$_1$ with A$_2$ the sum is $1+2-3=0$, and for E with either of them it is $2-2+0=0$. Each row with itself gives 6; for E this is $4+2=6$. Therefore
\begin{equation}
n_\Gamma=\frac16\sum_g\chi_\Gamma(g)\,\chi(g).
\label{eq:count}
\end{equation}
With \eqref{eq:chi},
\begin{align}
n_{\mathrm A_1}&=\tfrac16(3+0+3)=1,\\
n_{\mathrm A_2}&=\tfrac16(3+0-3)=0,\\
n_{\mathrm E}&=\tfrac16(6+0+0)=1 .
\end{align}
The three dangling orbitals span one singlet and one doublet,
\begin{equation}
\Gamma=\mathrm A_1\oplus\mathrm E .
\label{eq:main}
\end{equation}

\section{The adapted states, their energies and their limits}

\subsection{Symbols and results in use}

The three Mo atoms around the vacancy sit at $\mathbf M_i$, at distance $d$ from the threefold axis and at the angles $\theta_i=0^\circ,120^\circ,240^\circ$. Each carries a normalized real orbital $\varphi_i$ that is directed at the empty site and even under the mirror $\sigma_i$ through its atom. The group C$_{3v}$ consists of $I$, the rotations $C$ and $C^2$, and $\sigma_1,\sigma_2,\sigma_3$. Its operations permute the orbitals as in \eqref{eq:perm}, and the orbitals contain A$_1$ and E once each, \eqref{eq:main}. The states themselves are still to be built.

\subsection{Projection}

For each type $\Gamma$ of dimension $n=\chi_\Gamma(I)$ define
\begin{equation}
P_\Gamma=\frac{n}{6}\sum_g\chi_\Gamma(g)\,g .
\label{eq:proj}
\end{equation}
For A$_1$ this is the average over the group. Its result is unchanged by any further operation, and a state that is already invariant is returned as it was. Applied to an A$_2$ or E set it gives zero, since these contain no invariant state. In the same way $P_{\mathrm A_2}$ keeps the A$_2$ part and removes the rest. In the sum of the three operators, the coefficient of $I$ is $(1+1+4)/6=1$, that of each rotation is $(1+1-2)/6=0$, and that of each reflection is $(1-1+0)/6=0$. So $P_{\mathrm E}=1-P_{\mathrm A_1}-P_{\mathrm A_2}$, which keeps the E part.

Apply these to $\varphi_1$. The operations $I,C,C^2$ give $\varphi_1,\varphi_2,\varphi_3$. The reflections $\sigma_1,\sigma_2,\sigma_3$ give $\varphi_1,\varphi_3,\varphi_2$, because $\sigma_2$ exchanges atoms 1 and 3, and $\sigma_3$ exchanges atoms 1 and 2. Hence
\begin{align}
P_{\mathrm A_1}\varphi_1&=\tfrac13(\varphi_1+\varphi_2+\varphi_3),\\
P_{\mathrm A_2}\varphi_1&=0,\\
P_{\mathrm E}\varphi_1&=\tfrac13(2\varphi_1-\varphi_2-\varphi_3).
\end{align}
A second member of the doublet comes from the other two orbitals:
\begin{equation}
P_{\mathrm E}(\varphi_2-\varphi_3)
=\tfrac13(2\varphi_2-\varphi_3-\varphi_1)-\tfrac13(2\varphi_3-\varphi_1-\varphi_2)
=\varphi_2-\varphi_3 .
\end{equation}
Scaled so that the squared coefficients add up to one, the symmetry-adapted combinations are
\begin{align}
a_1&=\tfrac1{\sqrt3}(\varphi_1+\varphi_2+\varphi_3),\label{eq:a1}\\
e_x&=\tfrac1{\sqrt6}(2\varphi_1-\varphi_2-\varphi_3),\label{eq:ex}\\
e_y&=\tfrac1{\sqrt2}(\varphi_2-\varphi_3).\label{eq:ey}
\end{align}

The three dangling orbitals span one singlet A$_1$ and one doublet E, and the combinations $a_1$, $e_x$ and $e_y$ that realize them have been built. What remains is to find their energies with overlap included, work through the example, and see what happens when the threefold axis or the mirrors are lost.
